# Selecting Active Orbitals by Approximate Entropy for Stretched Antimony–Antimony Bonds: verification in Python

```python
"""Active-orbital selection from approximate single-orbital entropies.

Result under test: for fixed electron number and spin projection an orbital has
weights w = (1-nu-nd+d, nu-d, nd-d, d) for empty, up, down, double, and
s = -sum w ln w <= 2 h(n/2) <= ln 4, with n = nu+nd, d = <nu nd> and
h(p) = -p ln p - (1-p) ln(1-p). The index 2 h(n/2), with n from a
broken-symmetry UHF+MP2 density, selects active orbitals of stretched Sb-Sb bonds.
For m bonds broken into high-spin fragments coupled to a singlet,
s = ln 2 + h(q) in bonding/antibonding orbitals, q = (m+1)/(2m).
"""
import numpy as np
from scipy import constants, integrate, linalg, optimize
from pyscf import ao2mo, fci, gto, lib, mcscf, mp, mrpt, scf

lib.num_threads(1)
EV = constants.physical_constants["Hartree energy in eV"][0]
KB = constants.physical_constants["Boltzmann constant in eV/K"][0]
LN4 = np.log(4.0)
rng = np.random.default_rng(7)


def entropy(w):
    w = np.clip(np.asarray(w, float), 1e-15, 1.0)
    return -np.sum(w * np.log(w), axis=0)


def h(p):
    p = np.asarray(p, float)
    return entropy(np.array([p, 1.0 - p]))


def show(values):
    return " ".join(f"{v:.3f}" for v in values)


# ---------- general statements ----------
def fock_state(conserving):
    """Random state of three orbitals; modes ordered 1u 1d 2u 2d 3u 3d."""
    psi = rng.normal(size=(2,) * 6)
    if conserving:
        for occ in np.ndindex(*psi.shape):
            if sum(occ[0::2]) != 2 or sum(occ[1::2]) != 1:
                psi[occ] = 0.0
    return psi / np.linalg.norm(psi)


for _ in range(50):
    psi = fock_state(True)
    block = psi.reshape(4, 16)
    rho = block @ block.T
    prob = psi**2
    nu, nd, dd = prob[1].sum(), prob[:, 1].sum(), prob[1, 1].sum()
    formula = [1 - nu - nd + dd, nu - dd, nd - dd, dd]
    assert np.allclose(np.linalg.eigvalsh(rho), np.sort(formula), atol=1e-12)
    s_true = entropy(np.linalg.eigvalsh(rho))
    assert s_true <= h(nu) + h(nd) + 1e-10
    assert h(nu) + h(nd) <= 2 * h((nu + nd) / 2) + 1e-10
    assert 2 * h((nu + nd) / 2) <= LN4 + 1e-10
block = fock_state(False).reshape(4, 16)
rho = block @ block.T
assert np.abs(rho - np.diag(np.diag(rho))).max() > 1e-3


def softmax(x):
    e = np.exp(x - x.max())
    return e / e.sum()


best = optimize.minimize(lambda x: -entropy(softmax(x)), rng.normal(size=4))
assert abs(-best.fun - LN4) < 1e-8
assert np.allclose(softmax(best.x), 0.25, atol=1e-4)


def ci_weights(ci, norb, nhalf):
    """Four occupation probabilities of every orbital, summed over determinants."""
    strings = np.asarray(fci.cistring.make_strings(range(norb), nhalf))
    occ = ((strings[:, None] >> np.arange(norb)) & 1).astype(float)
    p = np.asarray(ci).reshape(len(strings), len(strings))**2
    up, down = occ.T @ p.sum(1), occ.T @ p.sum(0)
    both = np.sum(occ * (p @ occ), axis=0)
    return np.array([1 - up - down + both, up - both, down - both, both])


site = np.ones(2) / np.sqrt(2)
s_site = entropy(ci_weights(np.outer(site, site), 2, 1))
assert np.allclose(s_site, LN4)


def pair_singlet_probability(m):
    """Diagonalize two groups of m spins: each high-spin, coupled to a singlet."""
    pauli = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
             np.diag([0.5, -0.5])]
    spin = [[np.kron(np.kron(np.eye(2**k), s), np.eye(2**(2 * m - k - 1)))
             for s in pauli] for k in range(2 * m)]
    left = [sum(spin[k][x] for k in range(m)) for x in range(3)]
    right = [sum(spin[k][x] for k in range(m, 2 * m)) for x in range(3)]
    ham = sum(a @ b - 10 * (a @ a + b @ b) for a, b in zip(left, right))
    v = np.linalg.eigh(ham)[1][:, 0]
    dot = sum(spin[0][x] @ spin[m][x] for x in range(3))
    return 0.25 - np.vdot(v, dot @ v).real


def limit_entropy(m):
    return np.log(2) + h((m + 1) / (2 * m))


for m in range(1, 5):
    assert abs(pair_singlet_probability(m) - (m + 1) / (2 * m)) < 1e-9

# ---------- molecules ----------
SB_BASIS = list(gto.basis.load("lanl2dz", "Sb")) + [[2, [0.2, 1.0]]]
SB_H = 0.17  # nm
STRETCHED, SEPARATED = 0.45, 1.0  # nm


def build(atoms, spin):
    kinds = {a[0] for a in atoms}
    basis = {k: (SB_BASIS if k == "Sb" else "6-31g") for k in kinds}
    return gto.M(atom=atoms, unit="Angstrom", basis=basis, ecp={"Sb": "lanl2dz"},
                 spin=spin, verbose=0)


def half_molecule(name, r_nm):
    z = 5 * r_nm
    atoms = [("Sb", (0.0, 0.0, z))]
    if name == "Sb2H4":
        c = 10 * SB_H / np.sqrt(2)
        atoms += [("H", (c, c, z)), ("H", (-c, c, z))]
    return atoms


def ao_parity(mol):
    return np.concatenate([np.full((2 * mol.bas_angular(i) + 1) * mol.bas_nctr(i),
                                   (-1.0)**mol.bas_angular(i))
                           for i in range(mol.nbas)])


def half_powers(mol):
    e, v = np.linalg.eigh(mol.intor("int1e_ovlp"))
    return (v * np.sqrt(e)) @ v.T, (v / np.sqrt(e)) @ v.T


def natural_orbitals(mol, density, parity):
    """Natural orbitals of definite inversion parity, occupation descending."""
    root, inverse = half_powers(mol)
    d = root @ density @ root
    eye = np.eye(len(parity))
    even = np.vstack([eye, np.diag(parity)]) / np.sqrt(2)
    odd = np.vstack([eye, -np.diag(parity)]) / np.sqrt(2)
    leak = np.abs(even.T @ d @ odd).max()
    occ, orb = [], []
    for q in (even, odd):
        n, v = np.linalg.eigh(q.T @ d @ q)
        occ.append(n)
        orb.append(inverse @ q @ v)
    occ, orb = np.concatenate(occ), np.hstack(orb)
    order = np.argsort(-occ)
    return occ[order], orb[:, order], leak


def approximate_entropies(name, r_nm, m):
    half = half_molecule(name, r_nm)
    other = [(a, tuple(-x for x in xyz)) for a, xyz in half]
    frag, mol = build(half, m), build(half + other, 0)
    uf = scf.UHF(frag).run()
    par = ao_parity(frag)
    da, db = uf.make_rdm1()
    flip = np.outer(par, par)
    guess = np.array([linalg.block_diag(da, flip * db),
                      linalg.block_diag(db, flip * da)])
    mf = scf.UHF(mol)
    mf.max_cycle = 200
    mf.kernel(guess)
    if not mf.converged:
        mf = mf.newton()
        mf.kernel(mf.mo_coeff, mf.mo_occ)
    assert mf.converged
    n_uhf = natural_orbitals(mol, np.sum(mf.make_rdm1(), axis=0), par)[0]
    pt = mp.UMP2(mf).run()
    dens = sum(c @ d @ c.T for c, d in zip(mf.mo_coeff, pt.make_rdm1()))
    n, mo, leak = natural_orbitals(mol, dens, par)
    return dict(mol=mol, n=n, mo=mo, leak=leak, s=2 * h(n / 2),
                s_uhf=2 * h(n_uhf / 2), frag=frag)


def select(s, n):
    """Cut the sorted entropies at their largest drop."""
    order = np.argsort(-s)
    count = int(np.argmax(-np.diff(s[order]))) + 1
    chosen = np.sort(order[:count])
    return chosen, int(round(n[chosen].sum()))


def dense_spin_states(h1, h2, norb, nel):
    """Lowest singlet vector and energy, and lowest triplet energy."""
    ne = (nel // 2, nel // 2)
    na = fci.cistring.num_strings(norb, nel // 2)
    eri = ao2mo.restore(1, h2, norb)
    g = fci.direct_spin1.absorb_h1e(h1, eri, norb, ne, 0.5)
    ham, s2 = np.zeros((na * na,) * 2), np.zeros((na * na,) * 2)
    for k in range(na * na):
        unit = np.zeros(na * na)
        unit[k] = 1.0
        unit = unit.reshape(na, na)
        ham[:, k] = np.asarray(fci.direct_spin1.contract_2e(g, unit, norb, ne)).ravel()
        s2[:, k] = np.asarray(fci.spin_op.contract_ss(unit, norb, ne)).ravel()
    ham, s2 = (ham + ham.T) / 2, (s2 + s2.T) / 2
    v = np.linalg.eigh(ham + 2 * s2)[1][:, 0]
    assert abs(v @ s2 @ v) < 1e-7
    shifted = s2 - 2 * np.eye(na * na)
    t = np.linalg.eigh(ham + 2 * shifted @ shifted)[1][:, 0]
    assert abs(t @ s2 @ t - 2) < 1e-7
    return v.reshape(na, na), v @ ham @ v, t @ ham @ t


def integral_holder(mol):
    mf = scf.RHF(mol)
    mf.max_cycle = 1  # supplies integrals only; its energy is never used
    mf.kernel()
    return mf


def active_integrals(mf, mo, norb, nel):
    cas = mcscf.CASCI(mf, norb, nel)
    h1, core = cas.get_h1eff(mo)
    return h1, cas.get_h2eff(mo), core


def casscf(mol, mo, norb, nel):
    mf = integral_holder(mol)
    h1, h2, _ = active_integrals(mf, mo, norb, nel)
    start = dense_spin_states(h1, h2, norb, nel)[0]
    mc = mcscf.CASSCF(mf, norb, nel)
    mc.fix_spin_(shift=0.2, ss=0)
    mc.max_cycle_macro = 100
    mc.kernel(mo, ci0=start)
    assert mc.converged
    h1, h2, core = active_integrals(mf, mc.mo_coeff, norb, nel)
    ci, e_s, e_t = dense_spin_states(h1, h2, norb, nel)
    assert abs(e_s + core - mc.e_tot) < 1e-5
    return mc, entropy(ci_weights(ci, norb, nel // 2)), (e_t - e_s) * EV


print(f"maximum entropy ln 4 = {LN4:.4f}; numerical maximum = {-best.fun:.4f}")
print(f"bonding pair seen in site orbitals: s = {s_site[0]:.4f}")
for m in (1, 2, 3, 6):
    print(f"broken {m}-fold bond: q = {(m+1)/(2*m):.4f}, s = {limit_entropy(m):.4f}")
print(f"Sb-H length = {SB_H:.2f} nm, H-Sb-H angle = 90 degrees")

results = {}
for name, m, bonded in (("Sb2", 3, 0.25), ("Sb2H4", 1, 0.28)):
    data, cas = {}, {}
    for r in (STRETCHED, SEPARATED, bonded):
        a = data[r] = approximate_entropies(name, r, m)
        chosen, nel = select(a["s"], a["n"])
        print(f"{name} R = {r:.2f} nm: selected {nel} electrons, {len(chosen)} orbitals")
        ranked = np.sort(a["s"])[::-1]
        print(f"  approximate entropies, top 9: {show(ranked[:9])}")
        if r != bonded:
            assert a["leak"] < 1e-3
            assert len(chosen) == 2 * m and nel == 2 * m
            first = a["mol"].nelectron // 2 - m
            assert np.array_equal(chosen, np.arange(first, first + 2 * m))
            start = a["mo"]
            print(f"  occupations of selected orbitals: {show(a['n'][chosen])}")
        else:
            old_root = half_powers(data[STRETCHED]["mol"])[0]
            start = half_powers(a["mol"])[1] @ old_root @ cas[STRETCHED][0].mo_coeff
            print(f"  largest entropy from UHF alone: {a['s_uhf'].max():.4f}")
        cas[r] = casscf(a["mol"], start, 2 * m, 2 * m)
        print(f"  CASSCF entropies: {show(cas[r][1])}; "
              f"singlet-triplet gap = {cas[r][2]:.4f} eV")
    atom = scf.ROHF(data[SEPARATED]["frag"]).run(conv_tol=1e-10)
    assert atom.converged
    error = (cas[SEPARATED][0].e_tot - 2 * atom.e_tot) * EV
    assert abs(error) < 5e-3
    assert np.allclose(cas[SEPARATED][1], limit_entropy(m), atol=2e-3)
    depth = (cas[SEPARATED][0].e_tot - cas[bonded][0].e_tot) * EV
    print(f"{name}: separated CASSCF minus two ROHF fragments = {error:.5f} eV")
    print(f"{name}: CASSCF energy to separate from {bonded:.2f} nm = {depth:.3f} eV")
    results[name] = (data, cas, bonded, depth)

# ---------- larger CI in the very orbitals that were ranked ----------
data, cas, bonded, depth = results["Sb2"]
a = data[STRETCHED]
mf = integral_holder(a["mol"])
h1, h2, _ = active_integrals(mf, a["mo"], 6, 6)
small = dense_spin_states(h1, h2, 6, 6)[0]
s6 = np.asarray(fci.cistring.make_strings(range(6), 3))
s10 = np.asarray(fci.cistring.make_strings(range(10), 5))
where = np.searchsorted(s10, (s6 << 2) | 3)
start = np.zeros((len(s10), len(s10)))
start[np.ix_(where, where)] = small
h1, h2, _ = active_integrals(mf, a["mo"], 10, 10)
solver = fci.direct_spin1.FCI(a["mol"])
solver.max_cycle, solver.conv_tol = 100, 1e-8
fci.addons.fix_spin_(solver, shift=0.2, ss=0)
_, big = solver.kernel(h1, h2, 10, (5, 5), ci0=start)
w = ci_weights(big, 10, 5)
s_ci, n_ci = entropy(w), w[1] + w[2] + 2 * w[3]
assert np.all(s_ci <= 2 * h(n_ci / 2) + 1e-8)
picked, electrons = select(s_ci, n_ci)
assert np.array_equal(picked, np.arange(2, 8)) and electrons == 6
print(f"Sb2 {STRETCHED:.2f} nm, same 10 orbitals in order of occupation:")
print(f"  approximate: {show(a['s'][:10])}")
print(f"  CI(10,10):   {show(s_ci)}")

# ---------- damage from leaving one pair out ----------
poor = casscf(a["mol"], a["mo"], 4, 4)[0]
loss = (poor.e_tot - cas[STRETCHED][0].e_tot) * EV
assert loss > 0.1
print(f"Sb2 {STRETCHED:.2f} nm: CASSCF(4,4) lies {loss:.3f} eV above CASSCF(6,6)")

# ---------- size of neglected effects ----------
pt_bonded = mrpt.NEVPT(cas[bonded][0]).kernel()
pt_apart = mrpt.NEVPT(cas[SEPARATED][0]).kernel()
extra = (pt_apart - pt_bonded) * EV
print(f"Sb2: NEVPT2 changes the separation energy by {extra:.3f} eV "
      f"to {depth + extra:.3f} eV")


def inverse_cube(mol, orbitals):
    """Mean r^-3 of a complete p shell from one-electron spin-orbit integrals."""
    with mol.with_rinv_origin((0.0, 0.0, 0.0)):
        ints = mol.intor("int1e_prinvxp")
    t = np.einsum("xpq,pi,qj->xij", ints, orbitals, orbitals)
    return np.sqrt(np.sum(t**2) / 6)


probe = gto.M(atom="H 0 0 0", basis={"H": [[1, [1.0, 1.0]]]}, spin=1, verbose=0)
top = integrate.quad(lambda r: r * np.exp(-2 * r * r), 0, np.inf)[0]
bottom = integrate.quad(lambda r: r**4 * np.exp(-2 * r * r), 0, np.inf)[0]
assert abs(inverse_cube(probe, np.eye(3)) - top / bottom) < 1e-7
full_basis = gto.expand_etbs([(0, 16, 0.06, 2.7), (1, 12, 0.05, 2.9), (2, 8, 0.2, 2.7)])
full = gto.M(atom="Sb 0 0 0", basis={"Sb": full_basis}, spin=3, verbose=0)
heavy = scf.UHF(full)
heavy.max_cycle = 100
heavy.kernel()
assert heavy.converged
nalpha = full.nelec[0]
r3 = inverse_cube(full, heavy.mo_coeff[0][:, nalpha - 3:nalpha])
zeta = full.atom_charge(0) * constants.fine_structure**2 / 2 * r3 * EV
print(f"Sb 5p spin-orbit constant, unscreened rough estimate = {zeta:.2f} eV")

temperature = 500.0
gap = results["Sb2H4"][1][STRETCHED][2]
factor = 3 * np.exp(-gap / (KB * temperature))
print(f"thermal energy at {temperature:.0f} K = {KB * temperature:.4f} eV")
print(f"Sb2H4 {STRETCHED:.2f} nm: thermal triplet fraction = {factor / (1 + factor):.3g}")
print("done: every assertion held")
```

Running it gives:

```
maximum entropy ln 4 = 1.3863; numerical maximum = 1.3863
bonding pair seen in site orbitals: s = 1.3863
broken 1-fold bond: q = 1.0000, s = 0.6931
broken 2-fold bond: q = 0.7500, s = 1.2555
broken 3-fold bond: q = 0.6667, s = 1.3297
broken 6-fold bond: q = 0.5833, s = 1.3723
Sb-H length = 0.17 nm, H-Sb-H angle = 90 degrees
Sb2 R = 0.45 nm: selected 6 electrons, 6 orbitals
  approximate entropies, top 9: 1.385 1.385 1.385 1.385 1.356 1.351 0.152 0.147 0.057
  occupations of selected orbitals: 1.175 1.029 1.029 0.960 0.960 0.813
  CASSCF entropies: 1.258 1.320 1.320 1.320 1.320 1.258; singlet-triplet gap = 0.0180 eV
Sb2 R = 1.00 nm: selected 6 electrons, 6 orbitals
  approximate entropies, top 9: 1.386 1.386 1.386 1.386 1.386 1.386 0.149 0.149 0.052
  occupations of selected orbitals: 0.994 0.994 0.994 0.994 0.994 0.994
  CASSCF entropies: 1.330 1.330 1.330 1.330 1.330 1.330; singlet-triplet gap = 0.0000 eV
Sb2 R = 0.25 nm: selected 4 electrons, 4 orbitals
  approximate entropies, top 9: 1.037 1.037 1.019 1.019 0.244 0.188 0.179 0.129 0.094
  largest entropy from UHF alone: 1.0023
  CASSCF entropies: 0.172 0.411 0.411 0.411 0.411 0.174; singlet-triplet gap = 1.6557 eV
Sb2: separated CASSCF minus two ROHF fragments = -0.00000 eV
Sb2: CASSCF energy to separate from 0.25 nm = 1.633 eV
Sb2H4 R = 0.45 nm: selected 2 electrons, 2 orbitals
  approximate entropies, top 9: 1.347 1.341 0.190 0.187 0.148 0.147 0.135 0.134 0.120
  occupations of selected orbitals: 1.198 0.789
  CASSCF entropies: 0.599 0.599; singlet-triplet gap = 0.2477 eV
Sb2H4 R = 1.00 nm: selected 2 electrons, 2 orbitals
  approximate entropies, top 9: 1.386 1.386 0.187 0.187 0.147 0.147 0.135 0.135 0.117
  occupations of selected orbitals: 0.993 0.993
  CASSCF entropies: 0.693 0.693; singlet-triplet gap = 0.0000 eV
Sb2H4 R = 0.28 nm: selected 2 electrons, 1 orbitals
  approximate entropies, top 9: 0.240 0.190 0.188 0.176 0.152 0.151 0.144 0.132 0.114
  largest entropy from UHF alone: 0.0000
  CASSCF entropies: 0.108 0.108; singlet-triplet gap = 4.5777 eV
Sb2H4: separated CASSCF minus two ROHF fragments = -0.00001 eV
Sb2H4: CASSCF energy to separate from 0.28 nm = 1.309 eV
Sb2 0.45 nm, same 10 orbitals in order of occupation:
  approximate: 0.147 0.152 1.356 1.385 1.385 1.385 1.385 1.351 0.057 0.054
  CI(10,10):   0.054 0.063 1.254 1.320 1.321 1.321 1.320 1.253 0.063 0.058
Sb2 0.45 nm: CASSCF(4,4) lies 2.674 eV above CASSCF(6,6)
Sb2: NEVPT2 changes the separation energy by 0.348 eV to 1.981 eV
Sb 5p spin-orbit constant, unscreened rough estimate = 0.34 eV
thermal energy at 500 K = 0.0431 eV
Sb2H4 0.45 nm: thermal triplet fraction = 0.00946
done: every assertion held
```
